Charge fluctuations and the Hartree-Fock underbinding of chromium hexacarbonyl

**Q:** I am told that Hartree-Fock describes Cr(CO)₆ badly, although it is a closed-shell molecule with an ordinary 18-electron count. How badly does it bind?

**A:** In the calculation I will use here, it does not bind the molecule at all against separation into ground-state fragments. I define the total binding energy as

D = E(Cr, septet) + 6 E(CO) − E(Cr(CO)₆),

so a positive D means a bound complex. With Cr–C and C–O distances fixed at 1.91 and 1.14 Å, a def2-SVP basis on Cr and 6-31G on C and O, Hartree-Fock gives D = −2.1 eV when the orbitals of the complex are kept doubly occupied. The measured total for breaking all six metal–carbon bonds is roughly 6 to 7 eV, a figure I use for scale alone.

The calculation leaves out relativity, geometry relaxation and a correction for basis superposition. The last of these would lower the fragment energies and so make D more negative still.

**Q:** Does it fail to form the metal–carbon bonds, then?

**A:** No. Split the process in two. First promote the chromium atom from its septet 3d⁵4s¹ ground state to the closed-shell configuration t₂g⁶, which has the occupation needed in the complex. Then attach six CO. At the Hartree-Fock level

D = 8.8 eV − 10.9 eV = −2.1 eV.

The first number is the binding from promoted chromium, the second the promotion energy. The net binding is a small difference of large quantities, so an error of a few eV in either decides its sign. The question becomes which errors there are, and one of them sits in the back-donation from filled metal d orbitals to empty carbonyl π* orbitals.

**Q:** What is the simplest model of back-donation that contains this error?

**A:** There are three t₂g orbitals, each holding two electrons of opposite spin. Each d orbital has a matching π* combination on the carbonyls. I call each choice of partner and spin a channel. There are six channels with one electron each, and that electron is in d or in π*.

Let ε_d and ε_p be the orbital energies, U_d and U_p the repulsion between two electrons both in d or both in π*, and V the repulsion between one in d and one in π*. An electron hops within its channel with matrix element −t, t > 0. Exchange integrals and any dependence of t on the charge distribution are dropped.

If n electrons have moved to π*, the energy without hopping is

(6−n)ε_d + nε_p + U_d(6−n)(5−n)/2 + U_p n(n−1)/2 + V n(6−n).

I measure it from its value at n = 0, which is 6ε_d + 15U_d. Two identities organize the result:

(6−n)(5−n)/2 − 15 = n(n−1)/2 − 5n,

n(6−n) = 5n − n(n−1).

Collecting the terms in n and in n(n−1)/2 gives

E(n) = nΔ + W n(n−1)/2,

Δ = ε_p − ε_d − 5(U_d − V),

W = U_d + U_p − 2V.

Δ is the cost of the first transfer. W is the curvature: each further transfer costs W more than the one before. Configurations are close in energy when E(n+1) − E(n) = Δ + nW is small for some n.

**Q:** Six electrons in twelve spin orbitals make 924 determinants. Must I diagonalize all of them?

**A:** For the ground state considered here, seven states suffice. Hopping and repulsion treat all channels alike, so take |n⟩ to be the normalized equal sum of all B(n) = 6!/[n!(6−n)!] patterns with n transferred electrons. One hop upward from |n⟩ reaches each pattern with n+1 transfers in n+1 ways, one for each electron that could have moved last. Therefore

⟨n+1|H|n⟩ = −t (n+1) √[B(n+1)/B(n)].

Since B(n+1)/B(n) = (6−n)/(n+1), this is

⟨n+1|H|n⟩ = −t √[(n+1)(6−n)].

With E(n) on the diagonal, we have a 7 × 7 matrix. A test against all 924 determinants, for the parameters used below, gave the same ground-state energy.

**Q:** And what does Hartree-Fock do with the same Hamiltonian?

**A:** It puts every electron in the same mixed orbital of its channel,

b = c d + s π*, with c² + s² = 1 and x = s².

I am using restricted Hartree-Fock, which keeps the octahedral and spin symmetry, so x is common to all six. Each electron contributes −2tcs from hopping and xΔ from transfer. There are 15 pairs of electrons, and both members of a pair are in π* with probability x². Hence

E_HF = −12t√[x(1−x)] + 6Δx + 15Wx².

The electrons are independent, so n follows a binomial distribution with mean 6x and variance 6x(1−x). Once the mean is chosen, the variance is fixed. The correlated state has no such restriction.

To minimize the energy, use d√[x(1−x)]/dx = (1−2x)/(2√[x(1−x)]). Setting dE_HF/dx = 0 and dividing by 6 gives

t(1−2x)/√[x(1−x)] = Δ + 5Wx.

The right side is the mean-field cost of putting one electron in π* while the other five have their average distribution.

**Q:** Can you show directly what this mean field leaves out?

**A:** Let q_i be 1 if electron i is in π* and 0 if it is in d. Its Hartree-Fock average is x. Write q_i = x + δ_i, so that δ_i is the fluctuation. For each pair,

q_i q_j = x² + x(δ_i + δ_j) + δ_i δ_j.

The first two terms are a constant and a field on single electrons, and the mean field contains them. What remains is

W Σ_(i<j) δ_i δ_j.

To find its effect, I need the empty orbital of each channel, a = −s d + c π*. In the basis (d, π*) the mean-field matrix has diagonal elements 0 and A = Δ + 5Wx, and off-diagonal element −t. Applied to b, its first row requires the eigenvalue −ts/c. The second row then requires A = t(c/s − s/c), which is the minimum condition above, because c/s − s/c = (1−2x)/(cs). In the same way a has eigenvalue tc/s. The excitation energy of one electron is

g = t(c/s + s/c) = t/√[x(1−x)].

The fluctuation has the matrix elements

⟨b|δ|b⟩ = s² − x = 0,

⟨a|δ|b⟩ = cs,

⟨a|δ|a⟩ = c² − x = 1 − 2x.

Because the first is zero, δ_iδ_j acting on the Hartree-Fock determinant must excite both electrons. The coupling is Wc²s² = Wx(1−x). The doubly excited state lies higher by 2g, plus the residual repulsion W(1−2x)² of the excited pair. Second-order perturbation theory, summed over 15 pairs, gives

E_HF − E_exact ≈ 15W²x²(1−x)² / [2g + W(1−2x)²].

Here "exact" means the ground state of this model, not of the molecule. The formula is of second order in the coupling to the doubly excited states. The repulsion within an excited pair is kept in the denominator, because W need not be small compared with g.

**Q:** Then it is not enough for d and π* configurations to be close in energy?

**A:** It is not. If W = 0, the residual interaction vanishes and one determinant gives the model's ground-state energy even at Δ = 0. Strong mixing alone is harmless, as it is for independent electrons. The damage needs mixing together with a nonzero W, which here is a repulsion that penalizes fluctuations of n.

The opposite extreme shows the same thing. Let t grow with Δ and W fixed. Then x approaches 1/2, g approaches 2t, and the estimated error becomes

15(W²/16)/(4t) = 15W²/(64t),

which goes to zero. Hopping much larger than the repulsion again makes the electrons nearly independent.

**Q:** Where does closeness in energy enter?

**A:** Look at the case where the configurations are far apart: Δ positive and large compared with t, with 5Wx small compared with Δ. The minimum condition reduces to t/√x ≈ Δ, so x ≈ t²/Δ² and g ≈ Δ. Substitution gives

E_HF − E_exact ≈ 15t⁴W² / [Δ⁴(2Δ + W)].

Both methods have the same leading stabilization, −6t²/Δ: put x = t²/Δ² into −12t√x + 6Δx to get the Hartree-Fock value, while the matrix has coupling −√6 t to a state at energy Δ. The error begins at order t⁴ and falls steeply with Δ. A numerical test at t/Δ = 0.01 and W/Δ = 3 agreed with this law within 2% of its value.

When Δ is no longer large, x grows, and the numerator contains its square. That is the role of near-degeneracy: it makes the transfer probability large enough for simultaneous transfers to matter.

**Q:** What if the repulsion is very strong?

**A:** Take Δ = 0 and let W become much larger than t. The correlated state keeps only n = 0 and n = 1, which are degenerate and coupled by −√6 t. Its energy approaches

E_exact → −√6 t.

Restricted Hartree-Fock, with the same x for all six electrons, cannot keep n = 1 and remove n = 2, so it must make s small. Then

E_HF ≈ −12ts + 15Ws⁴.

The derivative vanishes when 60Ws³ = 12t, or s³ = t/(5W). At this point 15Ws⁴ = 3ts, so

E_HF ≈ −9t[t/(5W)]^(1/3).

This tends to zero as W grows. The correlated back-donation survives, while the restricted Hartree-Fock back-donation disappears. In this limit a determinant that breaks the symmetry does better: with x = 1/2 in one channel and the other five electrons in d, it contains only n = 0 and n = 1 and has energy −t for any W, still above −√6 t. Both limiting energies were tested numerically at W/t = 10⁶.

**Q:** Give me an intermediate case with numbers.

**A:** Choose t = 2, U_d = 12, U_p = 6, V = 4 and ε_p − ε_d = 40, all in eV. These are round model values, not fitted to a material. Then

Δ = 40 − 5(12 − 4) = 0 eV,

W = 12 + 6 − 2·4 = 10 eV.

The configurations with n = 0 and n = 1 are degenerate, and n = 2 lies 10 eV higher. The Hartree-Fock minimum is at x = 0.104, where √[x(1−x)] = 0.305. Its energy is

E_HF = −12·2·0.305 + 15·10·(0.1039)²
= −7.32 + 1.62 = −5.70 eV.

Diagonalizing the 7 × 7 matrix gives −6.40 eV, so Hartree-Fock misses 0.70 eV. For the second-order estimate, g = 2/0.305 = 6.56 eV and (1−2x)² = 0.628. Thus

error ≈ 15·100·(0.0931)² / (13.1 + 6.3) ≈ 0.67 eV,

close to the value from diagonalization. The fluctuation term is the source of the whole error, and its second-order treatment captures most of it in this example.

**Q:** What has the correlated state done differently?

**A:** It has moved more charge with less fluctuation. The mean number transferred is 0.78, against 0.62 in Hartree-Fock, while the variance is 0.40 against 0.56.

The distributions show how. The correlated weights of n = 0, 1 and 2 are 0.33, 0.57 and 0.10. The binomial formula with x = 0.104 gives 0.52, 0.36 and 0.10. Hartree-Fock has a similar weight at n = 2, but far less at n = 1. Raising x to gain weight at n = 1 would also raise the costly configurations with n ≥ 2, so it stops early and leaves too much weight at n = 0.

The energies can be separated too. With the weight 0.0038 at n = 3 included, the correlated repulsion is 10(0.0998 + 3·0.0038) = 1.11 eV, against 1.62 eV in Hartree-Fock. The remaining, hopping part is −7.52 eV against −7.32 eV. Correlation therefore saves about 0.5 eV of repulsion and gains about 0.2 eV of bonding.

**Q:** An error of 0.70 eV out of 6.40 eV is 11%. Why call that severe?

**A:** Because 6.40 eV is not the net binding. Promotion and the repulsion between filled shells must be paid for. Suppose these costs total 5 eV, a value chosen for illustration. Then

correlated net binding = 6.40 − 5.00 = 1.40 eV,

Hartree-Fock net binding = 5.70 − 5.00 = 0.70 eV.

The error is now half of the correlated net binding.

Its dependence on Δ is just as marked. With t and W unchanged, it drops from 0.70 eV at Δ = 0 to 0.18 eV at 5 eV, 0.035 eV at 10 eV and 0.0025 eV at 20 eV.

**Q:** Could Hartree-Fock repair this by breaking the symmetry, with a different x for each electron?

**A:** Not in this example. Minimizing over six independent mixing angles, from 20 random starting points, found nothing below the symmetric solution. That is a numerical search within determinants having one electron per channel, and it does not settle other parameter values or the molecule itself.

**Q:** Now the real molecule. How do you find out whether this correlation is present?

**A:** I take the three occupied t₂g orbitals of the Hartree-Fock complex and build an antibonding partner for each, by projecting its chromium d part onto the empty orbitals. Six electrons are then distributed among these six orbitals in every way compatible with three up and three down spins, and the Hamiltonian is diagonalized. All other electrons, and the shapes of the orbitals, stay fixed.

The energy of the complex falls by 2.5 eV. In the separated limit I assign no correlation energy to this space: the septet atom has three parallel electrons in its t₂g orbitals, and the π* orbitals of the distant carbonyls are empty. The binding energy changes to

D = −2.1 + 2.5 = +0.4 eV.

So correlation within these six orbitals is enough to change the sign of the computed D. The margin of 0.4 eV is smaller than the basis superposition error of these small basis sets, so the positive sign is not a prediction for the molecule. What the calculation does show is the size of the gain in this basis and at this geometry. The Hartree-Fock determinant still has a weight of 0.92 in the correlated state. A dominant determinant does not guarantee a small energy error on the scale of the net binding.

**Q:** Is it just three bonding pairs, each correlated on its own?

**A:** No. Correlating one t₂g pair at a time and adding the three gains gives 1.3 eV, about half of the 2.5 eV found when all six electrons are correlated together. The charge in one d–π* bond also responds to that in the other two.

The model has this feature: among its 15 electron pairs, only 3 share a t₂g partner. If all pairs contributed equally and additively, the ratio of the two gains would be 5. The molecule gives 1.9, and the model itself, with the parameters extracted below, gives 3.3. Neither assumption has to hold: electrons in different t₂g pairs can be coupled more weakly than two in the same pair, and simultaneous excitations compete with one another. I have not separated these effects.

**Q:** Are the configurations in Cr(CO)₆ in fact close in energy?

**A:** On average they are, although the closest two are not the ones I would have guessed. I rotate each bonding and antibonding pair into a d-like orbital and its orthogonal complement, which I call π*-like without having measured its carbonyl π* content, and average the configuration energies at each n. This gives Δ = −7.0 eV and W = 8.1 eV. Relative to n = 0, the energies are

E(1) = −7.0 eV,
E(2) = 2(−7.05) + 8.10 = −6.0 eV,
E(3) = 3(−7.05) + 3·8.10 = +3.2 eV.

The averages for d⁵π*¹ and d⁴π*² lie about 1 eV apart. Individual configurations with the same n can lie above or below their average. The extracted hopping is t = 4.7 eV, so their collective coupling is √10·4.67 ≈ 15 eV, far larger than the gap.

The negative Δ is not the energy for moving an electron between a free atom and free CO. It applies inside the complex, with the other electrons held in the orbitals they have there.

**Q:** Does the simple model with these three numbers reproduce the 2.5 eV?

**A:** It gives 1.2 eV, about half, but at the model's own minimum x = 0.28, twice the molecular value. With the molecular x = 0.139 the second-order formula gives only 0.45 eV, or 0.03 eV per electron pair, whereas one t₂g pair in the molecule gains 1.3/3 = 0.43 eV. There is also a visible inconsistency. The molecular t₂g orbitals have x = 0.139, for which the two sides of the model's minimum condition are

t(1−2x)/√[x(1−x)] = 4.67·0.722/0.346 ≈ 9.7 eV,

Δ + 5Wx = −7.05 + 5·8.10·0.139 ≈ −1.4 eV.

They should be equal. The molecular orbitals are therefore not the Hartree-Fock orbitals of the reduced model. The dropped exchange terms and the dependence of hopping on charge are likely reasons, but their shares are not determined here. The model shows one mechanism that acts in this orbital space. The 2.5 eV comes from the molecular integrals, and how much of it is due to suppressed fluctuation of n, rather than to the terms the model drops, is not determined here.

**Q:** And the rest of the missing binding?

**A:** Going from −2.1 eV to a rough 6 to 7 eV requires 8 to 9 eV. The active-space gain supplies somewhat more than a quarter of that. Reoptimizing the orbitals for the same active space would lower the complex further or leave it unchanged.

The remainder lies outside this treatment. It includes correlation in σ donation and in the carbonyls, short-range correlation among all the valence electrons, and the effects of the basis and the fixed geometry. The promotion energy is also suspect: the promoted atom has three doubly occupied d orbitals, whereas the six valence electrons of the septet are parallel. I expect Hartree-Fock to miss more correlation in the promoted atom and so to overestimate the promotion energy with its value of 10.9 eV, but I have not calculated that correction.

**Q:** What would you check before carrying this explanation over to another carbonyl?

**A:** I would check three things. If n = 0 is the lowest charge configuration, n = 1 must not lie far above it compared with their coupling. If an intermediate n is lowest, no such closeness is needed, because restricted Hartree-Fock spreads the charge over neighbouring n even when they cost much more; when the hopping is also weak, most of that error comes from the restriction, and a determinant with unequal x removes it. The curvature W must be appreciable on the scale of the hopping, or the electrons will spread independently at little cost. And the net binding must be small enough for the resulting error to matter. If the first condition fails while 5Wt²/Δ² is still small compared with Δ, or if the second fails, this mechanism is weak and a Hartree-Fock failure needs another cause. If the third fails, the error is still there, but it no longer decides whether the molecule is bound. The numerical output gives the values for both the model and Cr(CO)₆.

Numbers as computed

```
MODEL EXAMPLE
channels N = 6; hopping t = 2.0 eV
U_d, U_p, V = 12.0, 6.0, 4.0 eV
level gap e_p-e_d = 40.0 eV
Delta = 0.0 eV; W = 10.0 eV
exact model stabilization = 6.4040 eV
RHF model stabilization = 5.7039 eV
RHF error = 0.7001 eV
RHF pi* weight x = 0.1039
transferred electrons: exact 0.7765, RHF 0.6232
variance of n: exact 0.3961, RHF 0.5585
exact weights n=0,1,2,3: 0.3309, 0.5655, 0.0998, 0.0038
chosen bonding cost = 5.0 eV
net binding: exact 1.4040 eV, RHF 0.7039 eV
Delta = 0 eV: RHF error = 0.70011 eV
Delta = 5 eV: RHF error = 0.17694 eV
Delta = 10 eV: RHF error = 0.03525 eV
Delta = 20 eV: RHF error = 0.00248 eV
Delta = 40 eV: RHF error = 0.00010 eV
CR(CO)6 CALCULATION
Cr-C, C-O distances = 1.91, 1.14 angstrom
basis functions = 139
RHF complex energy = -1719.12046 hartree
UHF septet Cr energy = -1043.19705 hartree
RHF CO energy = -112.66697 hartree
total HF binding to septet Cr + 6 CO = -2.133 eV
HF promotion, septet to closed t2g6 Cr = 10.905 eV
HF binding from closed t2g6 Cr = 8.772 eV
six-electron active-space gain = 2.518 eV
three separate pair gains = 1.300 eV
binding with active-space gain = 0.385 eV
RHF determinant weight in CI = 0.9176
pi* weight of occupied t2g orbital = 0.1392
extracted Delta, W, t = -7.047, 8.097, 4.667 eV
configuration energies n=0,1,2,3: 0.000, -7.047, -5.997, 3.150 eV
two lowest configurations: n = 1, 2
their gap = 1.050 eV; coupling = 14.758 eV
model correlation gain = 1.241 eV
```
